# Fröhlich Phonon Emission at Zero Temperature: Threshold, Peak and Slow Decline

## 1. What goes wrong

An electron enters a 50 nm layer of a polar semiconductor with 0.10 eV of kinetic energy. Will it cross without emitting an optical phonon? Suppose one knows that emission starts at the phonon energy and rises as a square root, and extends that law upwards. With the parameters of section 8 it gives a rate of 10.5 per picosecond, a mean free path of 68 nm and a crossing probability of 48%. The full golden-rule rate is 5.19 per picosecond, and the probability is 69%.

The square root describes only the onset. The full result, derived below, is

\[
\Gamma(E)=2\alpha\omega_0\sqrt{\frac{E_0}{E}}\;\operatorname{arcsinh}\sqrt{\frac{E}{E_0}-1},\qquad E>E_0,
\]

and \(\Gamma=0\) for \(E\le E_0\). It rises, peaks near \(3.3E_0\), and then falls slowly.

## 2. Model and units

The algebra uses atomic units, so \(\hbar=1\) and the phonon energy \(E_0\) equals its frequency \(\omega_0\). The assumptions are:

- an isotropic parabolic band, \(E=k^2/2m\), with \(E\) measured from the band minimum;
- one longitudinal optical branch of fixed frequency \(\omega_0\), which accounts for the whole difference between the high-frequency dielectric constant \(\varepsilon_\infty\) and the static one \(\varepsilon_s\);
- a lattice at zero temperature, empty final states and no screening by other carriers;
- coupling weak enough for lowest-order perturbation theory.

In a crystal of volume \(V\), the electron at \(\mathbf r\) couples to the phonons through

\[
H_{\rm int}=\sum_{\mathbf q}M_q\,(b_{\mathbf q}+b^\dagger_{-\mathbf q})\,e^{i\mathbf q\cdot\mathbf r},
\]

with \(M_q\) real and dependent on \(|\mathbf q|\) alone.

## 3. The strength of the coupling

Electrostatics fixes \(M_q\). Place several electrons at fixed points \(\mathbf r_j\) and define \(\rho_{\mathbf q}=\sum_j e^{i\mathbf q\cdot\mathbf r_j}\), so that \(\rho_{-\mathbf q}=\rho^*_{\mathbf q}\). Relabelling \(\mathbf q\to-\mathbf q\) in the creation term, the lattice Hamiltonian without its zero-point energy is

\[
H=\sum_{\mathbf q}\left[\omega_0b^\dagger_{\mathbf q}b_{\mathbf q}+M_q\rho_{\mathbf q}b_{\mathbf q}+M_q\rho^*_{\mathbf q}b^\dagger_{\mathbf q}\right].
\]

Completing the square gives

\[
H=\sum_{\mathbf q}\left[\omega_0\Big(b^\dagger_{\mathbf q}+\frac{M_q\rho_{\mathbf q}}{\omega_0}\Big)\Big(b_{\mathbf q}+\frac{M_q\rho^*_{\mathbf q}}{\omega_0}\Big)-\frac{M_q^2|\rho_{\mathbf q}|^2}{\omega_0}\right].
\]

The first term is a displaced oscillator with lowest energy zero. The relaxed lattice therefore lowers the energy by \(\sum_{\mathbf q} M_q^2|\rho_{\mathbf q}|^2/\omega_0\).

With the ions held still, the Coulomb energy is \(\tfrac12\sum_{\mathbf q}\frac{4\pi}{V\varepsilon_\infty q^2}|\rho_{\mathbf q}|^2\). Once the ions have relaxed, \(\varepsilon_s\) must replace \(\varepsilon_\infty\). This holds for every arrangement of the charges, so it holds for each \(q\):

\[
\frac{2\pi}{V\varepsilon_\infty q^2}-\frac{M_q^2}{\omega_0}=\frac{2\pi}{V\varepsilon_s q^2}.
\]

Hence

\[
M_q^2=\frac{2\pi\omega_0\beta}{Vq^2},\qquad \beta=\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}.
\]

The factor \(1/q^2\) is the mark of a long-range force.

## 4. The golden rule and the threshold

At zero temperature no phonon is available for absorption. Emission takes the electron from \(\mathbf k\) to \(\mathbf k-\mathbf q\) with matrix element \(M_q\). The energy mismatch is \(\Delta=E_{\mathbf k-\mathbf q}+\omega_0-E\). The first-order amplitude is \(-iM_q\int_0^t e^{i\Delta t'}dt'\), so the emission probability is

\[
P(t)=\sum_{\mathbf q}M_q^2\,\frac{\sin^2(\Delta t/2)}{(\Delta/2)^2}.
\]

**Above threshold.** The kernel is a peak at \(\Delta=0\) of width about \(1/t\). With \(y=\Delta t/2\), its area is \(2t\int_{-\infty}^{\infty}(\sin^2y/y^2)\,dy=2\pi t\). At late times it acts as \(2\pi t\,\delta(\Delta)\), and

\[
\Gamma=2\pi\sum_{\mathbf q}M_q^2\,\delta(E_{\mathbf k-\mathbf q}+\omega_0-E).
\]

**Below threshold.** The final kinetic energy cannot be negative, so \(\Delta\ge\omega_0-E>0\). The kernel never exceeds \(4/\Delta^2\), hence \(P(t)\le4\sum_{\mathbf q} M_q^2/\Delta^2\). This sum is finite: the \(q^2\) of the volume element cancels the \(1/q^2\) of the coupling at small \(q\), and \(\Delta\) grows as \(q^2\) at large \(q\). The probability stays bounded and the rate is zero. The bounded part arises because the electron starts bare at \(t=0\): a phonon cloud forms around it, and some phonons are shed in the process.

A numerical evaluation of \(P(t)\) tests both statements. At \(E=2E_0\), the mean growth rate between \(\omega_0t=200\) and 400 is 1.0000 times the closed formula. At \(E=0.5E_0\), it is below one thousandth of the formula's rate at \(2E_0\).

## 5. Doing the integral

Let \(\mu\) be the cosine of the angle between \(\mathbf k\) and \(\mathbf q\). Since \(E_{\mathbf k-\mathbf q}=(k^2-2kq\mu+q^2)/2m\), energy conservation reads

\[
\frac{q^2}{2m}-\frac{kq\mu}{m}+\omega_0=0,\qquad\text{so}\qquad \mu=\frac{q^2+2m\omega_0}{2kq}.
\]

This \(\mu\) is positive. The condition \(\mu\le1\) becomes \(q^2-2kq+2m\omega_0\le0\), which confines \(q\) between the two roots:

\[
k-k'\le q\le k+k',\qquad k'=\sqrt{k^2-2m\omega_0}.
\]

Here \(k'\) is the final momentum, and the limits are forward and backward scattering.

Now replace the sum by \(\frac{V}{(2\pi)^3}\int2\pi q^2\,dq\,d\mu\):

\[
\Gamma=2\pi\,\frac{V}{8\pi^3}\int 2\pi q^2\,dq\,d\mu\;\frac{2\pi\omega_0\beta}{Vq^2}\;\delta\!\left(\frac{q^2}{2m}-\frac{kq\mu}{m}+\omega_0\right).
\]

The volume cancels, the two factors of \(q^2\) cancel, and the numerical factors give \((2\pi)^3/8\pi^3=1\). The argument of the delta function changes with \(\mu\) at the rate \(kq/m\) in magnitude, so the \(\mu\) integral gives \(m/(kq)\):

\[
\Gamma=\beta\omega_0\frac mk\int_{k-k'}^{k+k'}\frac{dq}{q}=\frac{\beta m\omega_0}{k}\ln\frac{k+k'}{k-k'}.
\]

Define \(k_0=\sqrt{2m\omega_0}\), the momentum at threshold. Because \(k^2-k'^2=k_0^2\), we may write \(k=k_0\cosh u\) and \(k'=k_0\sinh u\). Then

\[
\frac{k+k'}{k-k'}=\frac{e^{u}}{e^{-u}}=e^{2u},\qquad \sinh u=\frac{k'}{k_0}=\sqrt{\frac E{E_0}-1}.
\]

The logarithm is \(2u\), so \(\Gamma=2\beta m\omega_0u/k\). With \(k=k_0\sqrt{E/E_0}\) and

\[
\alpha=\frac{\beta m}{k_0}=\beta\sqrt{\frac{m}{2\omega_0}},
\]

this is the formula of section 1. The number \(\alpha\) is the dimensionless Fröhlich coupling constant.

**Typical deflection.** The integrand \(dq/q\) gives equal weight to equal ratios of \(q\). Half of the emissions therefore have \(q\) below the geometric mean of the limits, \(\sqrt{(k-k')(k+k')}=k_0\). At \(q=k_0\), the angle \(\theta\) between the old and new directions obeys \(k_0^2=k^2+k'^2-2kk'\cos\theta\). Substituting \(k_0^2=k^2-k'^2\) gives \(\cos\theta=k'/k\), the median deflection.

## 6. Where the square root comes from

Set \(s=\sqrt{E/E_0-1}\), so that \(k'=k_0s\). At threshold \(k'=0\) and \(q=k_0\), so the coupling is finite there. Freeze it at that value. The density of final states, with spin unchanged, is \(Vmk'/2\pi^2\), and the rate becomes

\[
\Gamma_{\rm fr}=2\pi\cdot\frac{Vmk'}{2\pi^2}\cdot\frac{2\pi\omega_0\beta}{Vk_0^2}=\frac{2\beta m\omega_0k'}{k_0^2}=2\alpha\omega_0\,s.
\]

The square root is thus the density of final states in a three-dimensional parabolic band. The true rate differs by the factor

\[
\frac{\Gamma}{\Gamma_{\rm fr}}=\frac{\operatorname{arcsinh}s}{s\sqrt{1+s^2}}=\Big(1-\frac{s^2}{6}+\dots\Big)\Big(1-\frac{s^2}{2}+\dots\Big)=1-\frac{2s^2}{3}+\dots
\]

This factor is the average of \(k_0^2/q^2\) over the final directions.

The same physics can be checked without any angular integral, by summing over the plane waves of a finite box. With a Gaussian energy window whose standard deviation is 3% of the final kinetic energy, the sum is 0.9999 times the formula at \(1.05E_0\) and 1.0007 times at \(3E_0\). A sharp window of \(\pm5\%\) on the same lattice gives 1.0092 and 1.0101. The smooth window is the better estimate, since its weight does not jump as lattice points cross an edge.

The square-root law fails early. For \(E_0=0.036\) eV it is already 10% too high at 0.0415 eV.

## 7. Peak, tail and a warm lattice

**Peak.** In terms of \(u\), \(\Gamma=2\alpha\omega_0\,u/\cosh u\). Its derivative is proportional to \((1-u\tanh u)/\cosh u\). Since \(u\tanh u\) increases steadily from zero, there is one maximum, at

\[
u\tanh u=1,\quad u=1.1997,\quad \frac{E}{E_0}=\cosh^2u=3.277,\quad \Gamma_{\max}=1.3255\,\alpha\omega_0.
\]

**High energy.** Writing \(\operatorname{arcsinh}\sqrt{x-1}=\ln(\sqrt{x-1}+\sqrt x)\) with \(x=E/E_0\), and replacing \(x-1\) by \(x\), gives \(\tfrac12\ln4x\). Hence

\[
\Gamma\to\alpha\omega_0\sqrt{\frac{E_0}{E}}\,\ln\frac{4E}{E_0}.
\]

The range of allowed \(q\) widens, but it contributes only a logarithm. The factor \(m/k\), the inverse speed, wins.

**Finite temperature.** Let each mode hold \(N=1/(e^{\omega_0/k_BT}-1)\) phonons on average. The squared matrix element gains a factor \(N+1\) for emission and \(N\) for absorption. After absorption the momentum is \(k''=\sqrt{k^2+k_0^2}\), and \(q\) runs from \(k''-k\) to \(k''+k\). With \(k=k_0\sinh v\) and \(k''=k_0\cosh v\), the logarithm is \(2v\), so

\[
\Gamma_{\rm abs}=2\alpha\omega_0N\sqrt{\frac{E_0}{E}}\;\operatorname{arcsinh}\sqrt{\frac{E}{E_0}}.
\]

As \(E\to0\) this tends to \(2\alpha\omega_0N\), with no threshold. An electron below threshold therefore meets polar optical scattering only through absorption, which dies out with \(N\). This is a statement about single slow electrons. In a thermal population, detailed balance makes emissions, by the electrons above threshold, exactly as frequent as absorptions.

## 8. A hot electron in a 50 nm layer

The parameters are rough values for gallium arsenide: \(m=0.07\) electron masses, \(\varepsilon_\infty=11\), \(\varepsilon_s=13\) and \(E_0=0.036\) eV. The device is held at 77 K, but the zero-temperature formula is used first.

The coupling is \(\beta=1/11-1/13=0.01399\). In atomic units \(\omega_0=0.036/27.211=0.001323\), so

\[
\alpha=0.01399\sqrt{\frac{0.07}{2\times0.001323}}=0.0719.
\]

The rate scale is \(2\alpha\omega_0=7.869\ \mathrm{ps^{-1}}\). At \(E=0.10\) eV, \(E/E_0=2.778\) and \(s=\sqrt{1.778}=1.333\). Then \(\operatorname{arcsinh}s=\ln(1.333+1.667)=1.099\), and \(\sqrt{E_0/E}=0.6\):

\[
\Gamma=7.869\times0.6\times1.099=5.19\ \mathrm{ps^{-1}}=5.19\times10^{12}\ \mathrm{s^{-1}}.
\]

The mean time to emission is 0.193 ps. At a speed of 709 nm/ps the mean free path is \(709/5.19=137\) nm. For a straight path across the layer,

\[
P_{\rm no\ emission}=e^{-50/136.7}=0.69.
\]

The crossing lasts only 0.07 ps, about \(4/\omega_0\), so the late-time rate is an approximation here. It is a good one: for an electron that starts bare, the sum \(P(t)\) of section 4 gives 0.375 at the crossing time, against \(\Gamma t=0.366\).

Other energies, with the parameters held fixed, give:

| \(E\) (eV) | \(\Gamma\) (1/ps) | square-root law (1/ps) |
|---|---|---|
| 0.030 | 0 | 0 |
| 0.037 | 1.29 | 1.31 |
| 0.050 | 3.93 | 4.91 |
| 0.100 | 5.19 | 10.5 |
| 0.250 | 4.85 | 19.2 |

The peak is 5.2 per picosecond at 0.118 eV. At 0.25 eV the rate is only 7% below it, while the square-root law is wrong by a factor of four. A constant emission time is a fair approximation on this plateau and a poor one near threshold. The position of the peak and the 7% fall belong to the parabolic band. In the two-band model of section 9, with the overlap included, the rate is 5.21 per picosecond at 0.15 eV and 5.16 at 0.25 eV, so the maximum moves to higher energy and the plateau is flatter.

**What follows an emission.** The electron keeps 0.064 eV, and \(k'/k=\sqrt{0.064/0.10}=0.8\), so the median deflection is 37°. It can emit once more, at a rate \(7.869\times0.75\times0.795=4.7\) per picosecond, which leaves 0.028 eV. That is below threshold, so in a thick sample the cascade stops after about 0.4 ps on average. The 50 nm layer is crossed in 0.07 ps, and about 9% of the electrons, three in ten of those that emit once, complete the cascade inside it.

## 9. What the model leaves out

**Temperature.** At 77 K, \(N=0.0044\). Emission rises to 5.21 per picosecond and absorption adds 0.027, so the cold formula serves well.

**Band shape.** Take two coupled bands with gap \(E_g=1.5\) eV and Hamiltonian \(\begin{pmatrix}0&Pk\\Pk&-E_g\end{pmatrix}\). Its eigenvalue equation is \(E(E+E_g)=P^2k^2\). Choosing \(P^2=E_g/2m\) gives \(E(1+E/E_g)=k^2/2m\). This dispersion alone raises the rate by 2.7%. The states also mix. The lower band is taken to be built from p-like orbitals, which turn like the components of a vector, and only the one along \(\mathbf k\) couples. Its weight is \(b^2=(E/E_g)/(1+2E/E_g)\), and the upper band has weight \(a^2=1-b^2\). The squared overlap of initial and final states is then \((a_ia_f+b_ib_f\cos\theta)^2\), which depends on the deflection \(\theta\). With the overlap included, the net change in the rate is \(-1.7\%\). The dispersion also lowers the speed, by 9%, so the mean free path shortens by 7% and the crossing probability becomes 67%.

**Other carriers.** Let the layer hold \(10^{15}\ \mathrm{cm^{-3}}\) electrons. A static, classical response multiplies \(M_q^2\) by \([q^2/(q^2+q_s^2)]^2\), with \(q_s^2=4\pi n/(\varepsilon_\infty k_BT)\), and lowers the rate by 1.5%. The static form does not apply here, because the plasmon energy, 0.0013 eV, is far below \(E_0\) and the carriers respond too slowly. The random-phase response of the non-degenerate gas at the phonon frequency changes the rate by only about \(+0.1\%\), so the effect nearly vanishes and has the opposite sign. The final states are filled to about one part in a million.

**Other scattering.** For acoustic phonons, equipartition gives each mode a mean squared strain \(k_BT/(cV)\), where \(c\) is the elastic stiffness. With deformation potential \(D\), nearly elastic scattering has the rate

\[
2\pi\cdot\frac{D^2k_BT}{cV}\cdot\frac{Vmk}{2\pi^2}=\frac{D^2k_BT\,mk}{\pi c}.
\]

With rough values \(D=7\) eV and \(c=1.4\times10^{11}\) Pa this is 0.071 per picosecond. Ionized impurities at \(10^{15}\ \mathrm{cm^{-3}}\), treated to lowest order with a screened Coulomb potential and weighted by \(1-\cos\theta\), remove momentum at 0.0098 per picosecond. Neither bends the path much within 50 nm.

**Field and confinement.** A field of 0.001 MV/cm changes the energy by 0.005 eV across the layer. If it accelerates the electron, the rate stays on the plateau. The lowest level between hard walls 50 nm apart, \(\pi^2/2mL^2\), is 0.0021 eV. Level \(n\) lies at \(n^2\) times this energy, so five levels fall below the final energy of 0.064 eV, where the bulk count corresponds to \(\sqrt{0.064/0.0021}=5.5\). With hard walls, the bulk count of final states would thus be off by roughly 10%. An electron that enters and leaves the layer freely does not meet such walls.

**Higher orders.** The level width \(\hbar\Gamma\) is 0.0034 eV, about a tenth of \(E_0\). The expansion proceeds in powers of \(\alpha\), so well above threshold a correction of order \(\alpha\), or 7%, is a reasonable allowance. Close to threshold the relative correction can be larger, because a small shift of the threshold changes a steeply rising rate. Structure finer than a few meV should not be trusted there, and the table entry at 0.037 eV, only 1 meV above threshold, illustrates the formula rather than predicting a measured rate.

**Input data.** The coupling is a small difference of two reciprocals. From \(d\beta=d\varepsilon_s/\varepsilon_s^2\), a relative change in \(\varepsilon_s\) is magnified by \(\varepsilon_\infty/(\varepsilon_s-\varepsilon_\infty)=5.5\). A 1% increase raises the rate by 5.4%, more than any of the computed band or screening corrections to the rate.

An error of 10% in the rate moves the crossing probability by about 2.5 percentage points, so "about 70%" is as much as the model supports.

## 10. Beside a real device

The parameters are ordinary for gallium arsenide, and the case resembles a lightly doped layer in a cooled hot-electron device. Three assumptions can break under other conditions.

The first is the cold lattice. At 300 K, with all other parameters fixed, \(N=0.33\), emission is 6.90 and absorption 2.00 per picosecond. The path between phonon events shrinks to \(709/8.91=80\) nm, and the chance of crossing without any such event falls from 69% to 53%.

The second is light doping. The plasmon energy grows as the square root of the density, so at \(10^{18}\ \mathrm{cm^{-3}}\) it would be about 0.04 eV, close to \(E_0\). Plasmons and phonons then mix, and a single unscreened branch is no longer the right starting point.

The third is a single valley. Side valleys lie roughly 0.3 eV above the minimum, and hotter electrons gain a further way to scatter that this formula does not contain.

The numerical output below lists the remaining values.

## Computed results

```
Inputs (rough, gallium arsenide)
band mass: 0.07 electron masses
eps_inf: 11
eps_s: 13
phonon energy E0: 0.036 eV
two-band gap: 1.5 eV
deformation potential: 7 eV
elastic stiffness: 1.4e+11 Pa
side-valley energy: 0.3 eV
carrier and impurity density: 1e+15 cm^-3
temperature of use: 77 K
Coupling and shape
1/eps_inf - 1/eps_s: 0.01399
alpha: 0.07194
onset scale 2 alpha w0: 7.869 1/ps
fitted onset power: 0.4997
late rate/formula at E=2E0: 1.0000
box sum/formula at E=1.05E0: smooth 0.9999, sharp 1.0092
box sum/formula at E=3.00E0: smooth 1.0007, sharp 1.0101
sqrt law 10% high at: 0.0415 eV
u at peak: 1.19968
peak E/E0: 3.2767
peak rate/(alpha w0): 1.3255
peak energy: 0.118 eV
peak rate: 5.215 1/ps
E (eV), rate (1/ps), sqrt law (1/ps)
0.030  0.000  0.000
0.037  1.288  1.311
0.040  2.444  2.623
0.050  3.933  4.907
0.072  4.904  7.869
0.100  5.187  10.492
0.150  5.167  14.003
0.250  4.849  19.186
Device case
electron energy: 0.1 eV
smallest, largest q: 0.08573 and 0.7715 1/nm
mean emission time: 0.1928 ps
speed: 708.9 nm/ps
mean free path: 136.7 nm
no emission in 50 nm: 69.4 %
Neglected effects at the electron energy
77 K: N 0.0044, emission 5.210, absorption 0.027 1/ps
300 K: N 0.3306, emission 6.902, absorption 2.004 1/ps
two-band, no mixing: change: 2.7 %
two-band, with mixing: change: -1.7 %
static screening: change: -1.5 %
plasmon energy: 0.0013 eV
final-state filling: 1.1e-06
level width hbar*rate: 0.0034 eV
acoustic rate: 0.071 1/ps
impurity momentum-loss rate: 0.0098 1/ps
field: 0.001 MV/cm
field energy over layer: 0.005 eV
lowest confinement energy: 0.0021 eV
eps_s up 1%: rate change: 5.4 %
```
